# The Extended Koopmans Eigenproblem and Its Exactness for Two-Electron Singlets: verification in Python

The molecular numbers use the small basis 6-31G, so they illustrate the point and are not converged values.

```python
# Extended Koopmans eigenproblem:  -F c = I gamma c
#   gamma[p,q]     spin-summed one-particle density matrix
#   Gamma[p,r,s,t] spin-summed <p+ s+ t r>
#   F[p,q] = sum_r gamma[p,r] h[q,r] + sum_rst Gamma[p,r,s,t] (qr|st)
# Claim: for a two-electron singlet full-CI state with nonsingular gamma the
# roots I are all the exact ionization energies in the basis.
# C is the symmetric pair matrix, Psi = sum C[p,q] p(alpha)+ q(beta)+ |0>.
# The vector c describes the removal; the orbital left in the ion is C c.
# System: LiH, 6-31G, with frozen core (two electrons) and with all electrons.
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.sparse.linalg import LinearOperator, eigsh
from pyscf import gto, scf, ao2mo
from pyscf.fci import direct_spin1, cistring, addons

EV = physical_constants["Hartree energy in eV"][0]
CUT = 1e-10          # occupations below this count as zero


def generalized_fock(h, eri, dm1, dm2):
    return (np.einsum("pr,qr->pq", dm1, h)
            + np.einsum("prst,qrst->pq", dm2, eri, optimize=True))


def solve_ekt(gamma, fock):
    """Roots and vectors (c^T gamma c = 1) on the range of gamma."""
    occ, nat = eigh(gamma)
    keep = occ > CUT
    x = nat[:, keep] / np.sqrt(occ[keep])
    a = -x.T @ fock @ x
    roots, y = eigh((a + a.T) / 2)
    return roots, x @ y


def pair_rdms(c):
    c = np.ascontiguousarray(c)
    return direct_spin1.make_rdm12(c, c.shape[0], (1, 1))


# ---------- molecule and orbitals ----------
R = 3.0
mol = gto.M(atom=[["Li", (0, 0, 0)], ["H", (0, 0, R)]], unit="Bohr",
            basis="6-31g", symmetry=True, verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-13
mf.conv_tol_grad = 1e-8
mf.kernel()
assert mf.converged
mo = np.array(mf.mo_coeff)
norb = mo.shape[1]
h_all = mo.T @ mf.get_hcore() @ mo
eri_all = ao2mo.restore(1, ao2mo.kernel(mol, mo), norb)
e_nuc = mol.energy_nuc()

# ---------- frozen core: two electrons in the remaining orbitals ----------
m = norb - 1
h = (h_all + 2 * eri_all[:, :, 0, 0] - eri_all[:, 0, 0, :])[1:, 1:]
eri = np.ascontiguousarray(eri_all[1:, 1:, 1:, 1:])
e_core = e_nuc + 2 * h_all[0, 0] + eri_all[0, 0, 0, 0]
one = np.eye(m)
h_pair = (np.kron(h, one) + np.kron(one, h)
          + eri.transpose(0, 2, 1, 3).reshape(m * m, m * m))


def lowest_singlet(mask):
    """Lowest symmetric pair matrix among the allowed orbital pairs."""
    idx = np.flatnonzero(mask.ravel())
    vals, vecs = eigh(h_pair[np.ix_(idx, idx)])
    for e, v in zip(vals, vecs.T):
        full = np.zeros(m * m)
        full[idx] = v
        c = full.reshape(m, m)
        if np.linalg.norm(c - c.T) < 1e-7:
            assert np.linalg.norm(h_pair @ full - e * full) < 1e-6
            return e, (c + c.T) / 2
    raise RuntimeError("no singlet found")


e2, C = lowest_singlet(np.ones((m, m), bool))
dm1, dm2 = pair_rdms(C)
F = generalized_fock(h, eri, dm1, dm2)
occ, nat = eigh(dm1)
occ, nat = occ[::-1], nat[:, ::-1]
assert occ[-1] > 1e-9                     # gamma is nonsingular
assert np.abs(F - F.T).max() < 1e-10
assert abs(0.5 * (np.sum(h * dm1) + np.trace(F)) - e2) < 1e-10
assert np.abs(dm1 / 2 - C @ C).max() < 1e-12
assert np.abs(F / 2 - (e2 * C @ C - C @ h @ C)).max() < 1e-10
roots, vec = solve_ekt(dm1, F)


# ---------- many-electron Hamiltonian acting on determinants ----------
def hamiltonian(nelec):
    h2 = direct_spin1.absorb_h1e(h_all, eri_all, norb, nelec, 0.5)
    links = tuple(cistring.gen_linkstr_index_trilidx(range(norb), n)
                  for n in nelec)
    shape = tuple(cistring.num_strings(norb, n) for n in nelec)

    def apply(v):
        v = np.ascontiguousarray(np.asarray(v).reshape(shape))
        return np.asarray(direct_spin1.contract_2e(h2, v, norb, nelec,
                                                   links)).ravel()
    return apply, shape


def ground_state(nelec):
    apply, shape = hamiltonian(nelec)
    dim = shape[0] * shape[1]
    start = np.random.default_rng(1).standard_normal(dim)
    op = LinearOperator((dim, dim), matvec=apply, dtype=float)
    e, v = eigsh(op, k=1, which="SA", v0=start, ncv=60, tol=1e-13)
    return e[0], np.ascontiguousarray(v[:, 0].reshape(shape))


# Frozen-core ion built from three-electron determinants
apply_ion, shape_ion = hamiltonian((2, 1))
addr = [cistring.str2addr(norb, 2, 1 | (1 << p)) for p in range(1, norb)]
ion_matrix = np.zeros((m, m))
for j, aj in enumerate(addr):
    v = np.zeros(shape_ion)
    v[aj, 0] = 1.0
    ion_matrix[:, j] = apply_ion(v).reshape(shape_ion)[addr, 0]
ion_levels, ion_orbs = eigh(ion_matrix)
exact = ion_levels + e_nuc - (e2 + e_core)

# Rounding in gamma and F is amplified by 1 / (smallest occupation)
tol = max(1e-9, 50 * np.finfo(float).eps / occ[-1])
assert len(roots) == m
assert np.abs(roots - exact).max() < tol

# Dyson orbital norms: from the eigenproblem and from the ion orbitals
pole = np.sum((dm1 / 2 @ (vec * np.sqrt(2))) ** 2, axis=0)
pole_ion = np.sum((C @ ion_orbs) ** 2, axis=0)
assert abs(pole[0] - pole_ion[0]) < 1e-7
assert abs(pole.sum() - 1) < 1e-6

# Lowest root when only the k most occupied natural orbitals are used
partial = []
for k in range(1, m + 1):
    u = nat[:, :k]
    partial.append(solve_ekt(u.T @ dm1 @ u, u.T @ F @ u)[0][0])
partial = np.array(partial)
assert np.all(np.diff(partial) < tol) and partial[0] - exact[0] > 1e-6

# ---------- single determinant: Koopmans value ----------
c_hf = np.zeros((m, m))
c_hf[0, 0] = 1.0
d1, d2 = pair_rdms(c_hf)
koopmans = solve_ekt(d1, generalized_fock(h, eri, d1, d2))[0]
assert len(koopmans) == 1
assert abs(koopmans[0] + mf.mo_energy[1]) < 1e-7

# ---------- truncated state that is not an eigenstate ----------
c_cut = np.diag(np.diag(C))
c_cut /= np.linalg.norm(c_cut)
d1, d2 = pair_rdms(c_cut)
f_cut = generalized_fock(h, eri, d1, d2)
asym = np.abs(f_cut - f_cut.T).max()
assert asym > 1e-5

# ---------- singlet Pi state: gamma singular by symmetry ----------
labels = mol.ao_labels()
weight = {s: np.abs(mo[[i for i, t in enumerate(labels) if s in t], 1:]).max(0)
          for s in ("px", "py")}
is_x, is_y = weight["px"] > 1e-6, weight["py"] > 1e-6
assert not np.any(is_x & is_y)
sig = np.flatnonzero(~is_x & ~is_y)
pix, piy = np.flatnonzero(is_x), np.flatnonzero(is_y)
mask = np.zeros((m, m), bool)
mask[np.ix_(sig, pix)] = True
mask |= mask.T
e_pi, C_pi = lowest_singlet(mask)
g_pi, G_pi = pair_rdms(C_pi)
F_pi = generalized_fock(h, eri, g_pi, G_pi)
rank_pi = int(np.sum(eigh(g_pi, eigvals_only=True) > CUT))
assert rank_pi == 2 * len(pix) < m
assert np.abs(g_pi[piy]).max() < 1e-12


def sector(removed, left):
    """Roots for removal from one symmetry; ion levels of the one left."""
    r, s = np.ix_(removed, removed), np.ix_(left, left)
    ion = eigh(ion_matrix[s], eigvals_only=True) + e_nuc - e_core - e_pi
    return solve_ekt(g_pi[r], F_pi[r])[0], ion


# Removing a pi_x electron leaves a sigma ion, and the reverse
ekt_s, ion_s = sector(pix, sig)
ekt_x, ion_x = sector(sig, pix)
assert len(ekt_x) == len(ion_x) and np.abs(ekt_x - ion_x).max() < 1e-6
assert len(ekt_s) < len(ion_s)
assert np.all(ekt_s > ion_s[:len(ekt_s)] - 1e-9)
assert ekt_s[0] - ion_s[0] > 1e-6

# ---------- all four electrons ----------
e4, psi = ground_state((2, 2))
e3, _ = ground_state((2, 1))
g4, G4 = direct_spin1.make_rdm12(psi, norb, (2, 2))
F4 = generalized_fock(h_all, eri_all, g4, G4)
holes = np.array([np.asarray(addons.des_b(psi, norb, (2, 2), q)).ravel()
                  for q in range(norb)])
h_holes = np.array([apply_ion(v) for v in holes])
direct = holes @ h_holes.T - e4 * holes @ holes.T
err_comm = np.abs(direct + F4 / 2).max()
assert err_comm < 1e-8
assert np.abs(holes @ holes.T - g4 / 2).max() < 1e-9
ekt4 = solve_ekt(g4, F4)[0][0]
exact4 = e3 - e4
assert ekt4 - exact4 > 1e-7

# ---------- output ----------
print(f"LiH, 6-31G, distance = {R:.1f} bohr; orbitals: {norb}, active: {m}")
print(f"Hartree-Fock total energy          = {mf.e_tot:.8f} hartree")
print(f"Frozen-core full-CI total energy   = {e2 + e_core:.8f} hartree")
print(f"Core energy with nuclear repulsion = {e_core:.8f} hartree")
print(f"Two-electron energy E              = {e2:.8f} hartree")
print(f"Lowest one-electron level of h     = {exact[0] + e2:.8f} hartree")
print("Natural occupations (spin-summed, dimensionless):")
print("  " + " ".join(f"{x:.3e}" for x in occ[:5]))
print("  " + " ".join(f"{x:.3e}" for x in occ[5:]))
print("Root: EKT I, determinant-built ion I (hartree), pole strength")
for k in range(m):
    print(f"  {k + 1:2d}  {roots[k]:.8f}  {exact[k]:.8f}  {pole[k]:.3e}")
print(f"Largest EKT error over all roots   = "
      f"{np.abs(roots - exact).max():.1e} hartree")
print(f"Lowest ionization energy           = {exact[0] * EV:.5f} eV")
print(f"Koopmans value                     = {koopmans[0]:.8f} hartree")
print(f"Koopmans minus exact               = "
      f"{koopmans[0] - exact[0]:.8f} hartree")
print("Number of natural orbitals: excess of lowest root (microhartree)")
for k in range(m):
    print(f"  {k + 1:2d}  {abs(partial[k] - exact[0]) * 1e6:.3f}")
print(f"Truncated state: max |F - F^T|     = {asym:.3e} hartree")
print(f"Singlet Pi: two-electron energy    = {e_pi:.8f} hartree")
print(f"Singlet Pi: rank of gamma          = {rank_pi} of {m}")
print(f"Singlet Pi: sigma, pi_x, pi_y orbitals = "
      f"{len(sig)}, {len(pix)}, {len(piy)}")
print(f"Singlet Pi to sigma ion: lowest I, EKT   = {ekt_s[0]:.8f} hartree")
print(f"Singlet Pi to sigma ion: lowest I, exact = {ion_s[0]:.8f} hartree")
print(f"Singlet Pi to pi_x ion: lowest I, EKT    = {ekt_x[0]:.8f} hartree")
print(f"Singlet Pi to pi_x ion: lowest I, exact  = {ion_x[0]:.8f} hartree")
print(f"Four electrons: full-CI energy     = {e4 + e_nuc:.8f} hartree")
print(f"Four electrons: lowest I, EKT      = {ekt4:.8f} hartree")
print(f"Four electrons: lowest I, full CI  = {exact4:.8f} hartree")
print(f"Four electrons: EKT minus full CI  = "
      f"{(ekt4 - exact4) * 1e6:.3f} microhartree")
print(f"Commutator formula, largest error  = {err_comm:.1e} hartree")
print("ALL CHECKS PASSED")
```

It prints:

```
LiH, 6-31G, distance = 3.0 bohr; orbitals: 11, active: 10
Hartree-Fock total energy          = -7.97917779 hartree
Frozen-core full-CI total energy   = -7.99786677 hartree
Core energy with nuclear repulsion = -6.90168966 hartree
Two-electron energy E              = -1.09617711 hartree
Lowest one-electron level of h     = -0.81696079 hartree
Natural occupations (spin-summed, dimensionless):
  1.957e+00 3.894e-02 1.569e-03 1.113e-03 1.113e-03
  4.468e-04 7.843e-07 7.843e-07 5.458e-07 1.960e-08
Root: EKT I, determinant-built ion I (hartree), pole strength
   1  0.27921631  0.27921631  8.884e-01
   2  0.71699170  0.71699170  7.923e-02
   3  0.74440184  0.74440184  5.371e-04
   4  0.74440184  0.74440184  5.371e-04
   5  0.83366707  0.83366707  2.528e-02
   6  0.90102167  0.90102167  2.055e-03
   7  0.93104857  0.93104857  1.965e-05
   8  0.93104857  0.93104857  1.965e-05
   9  0.96980937  0.96980937  2.072e-04
  10  1.48553821  1.48553821  3.724e-03
Largest EKT error over all roots   = 1.8e-11 hartree
Lowest ionization energy           = 7.59786 eV
Koopmans value                     = 0.30112573 hartree
Koopmans minus exact               = 0.02190942 hartree
Number of natural orbitals: excess of lowest root (microhartree)
   1  45565.186
   2  2472.988
   3  2358.955
   4  2358.955
   5  2358.955
   6  70.758
   7  70.758
   8  70.758
   9  10.231
  10  0.000
Truncated state: max |F - F^T|     = 1.027e-02 hartree
Singlet Pi: two-electron energy    = -0.93657811 hartree
Singlet Pi: rank of gamma          = 4 of 10
Singlet Pi: sigma, pi_x, pi_y orbitals = 6, 2, 2
Singlet Pi to sigma ion: lowest I, EKT   = 0.11963862 hartree
Singlet Pi to sigma ion: lowest I, exact = 0.11961732 hartree
Singlet Pi to pi_x ion: lowest I, EKT    = 0.58480284 hartree
Singlet Pi to pi_x ion: lowest I, exact  = 0.58480284 hartree
Four electrons: full-CI energy     = -7.99814153 hartree
Four electrons: lowest I, EKT      = 0.27920477 hartree
Four electrons: lowest I, full CI  = 0.27913416 hartree
Four electrons: EKT minus full CI  = 70.605 microhartree
Commutator formula, largest error  = 1.1e-14 hartree
ALL CHECKS PASSED
```
